# The Low-Field Hall Factor of Silicon's Six Valleys at Constant Relaxation Time

## Problem

A long Hall bar is cut from a lightly doped n-type silicon wafer. It is $t=500$ µm thick and $w=5$ mm wide, carries a current $I=1$ mA along $x$, and sits in a magnetic field $B=0.5$ T along $z$, normal to the wafer. The electron density is $n=10^{15}$ cm$^{-3}$ and the temperature is 300 K.

The electrons occupy six conduction valleys equally, two on each cube axis. Each valley is a parabolic ellipsoid with longitudinal mass $m_l=0.916$ along its own axis and transverse mass $m_t=0.19$ across it, in units of the electron mass $m_e$. Every electron has the same relaxation time $\tau=0.2$ ps, whatever its energy, direction of motion or valley.

The electron charge is $-e$, and the Hall coefficient is defined by $E_y=R_HJ_xB_z$ with $J_y=J_z=0$. The Hall factor $r$ is defined by

$$R_H=-\frac{r}{ne}.$$

(a) Find $r$ to lowest order in $B$, and show whether it depends on the direction of $B$ relative to the crystal.

(b) Find the Hall voltage, and the error in the density if $r=1$ is assumed.

(c) Decide how far the result may be trusted for a real wafer.

SI formulas with explicit $e$ are used, because the result is a voltage.

## First estimate by scaling

The current density is $J_x=I/(wt)$ and the Hall voltage has magnitude $V_H=w|E_y|$, so the width cancels:

$$V_H=\frac{r\,IB}{net}.$$

For one isotropic mass $r=1$, as shown below, and the voltage would be 6.24 mV. What do the ellipsoids change?

In a weak field the conductivity is proportional to an inverse mass. The Hall current is proportional to a product of two: the electric field first sets up a velocity along $x$, and the magnetic force then drives a velocity along $y$. The scaling is therefore

$$r\sim\frac{\langle w_xw_y\rangle}{\langle w_x\rangle\langle w_y\rangle},$$

where $w_x,w_y$ are the inverse masses along $x$ and $y$, and the brackets average over valleys. For this estimate $x$, $y$ and $z$ are taken along the cube axes.

Since $m_l$ is much larger than $m_t$, let electrons be immobile along the long axis of their valley. The $x$ valleys then have $w_x=0$, the $y$ valleys have $w_y=0$, and only the $z$ valleys contribute to the numerator:

$$\langle w_xw_y\rangle=\frac{1}{3m_t^2},\qquad \langle w_x\rangle=\langle w_y\rangle=\frac{2}{3m_t},\qquad r\sim\frac{1/3}{4/9}=\frac34.$$

Silicon lies between equal masses and an infinite mass ratio. The estimate is thus $r$ between 0.75 and 1, and $V_H$ between 4.7 and 6.2 mV.

## Exact solution of the model

### Motion in one valley

Let $M$ be the mass tensor of a valley, $W=M^{-1}$ its inverse, and $n_v=n/6$ its density. With $\mathbf k$ measured from the valley minimum, $\hbar\mathbf k=M\mathbf v$. The force on an electron is $\mathbf F=-e(\mathbf E+\mathbf v\times\mathbf B)$, and the steady, uniform Boltzmann equation is

$$\frac{\mathbf F}{\hbar}\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau},$$

with $f_0$ the equilibrium distribution. Multiply by $\hbar k_i$ and integrate over $\mathbf k$. On the left, integration by parts gives

$$\int k_iF_j\frac{\partial f}{\partial k_j}\,d^3k=-\int F_if\,d^3k-\int k_i\frac{\partial F_j}{\partial k_j}f\,d^3k,$$

where repeated indices are summed. The last term vanishes: the divergence of $\mathbf v\times\mathbf B$ in $\mathbf k$ space contracts the symmetric tensor $\partial v_l/\partial k_j=\hbar W_{lj}$ with an antisymmetric symbol. On the right, $f_0$ is even in $\mathbf k$ and has no mean momentum. Hence $\langle\mathbf F\rangle=\langle\hbar\mathbf k\rangle/\tau$. Writing $\mathbf v$ for the mean velocity from here on,

$$\frac{M\mathbf v}{\tau}=-e(\mathbf E+\mathbf v\times\mathbf B).\tag{1}$$

The shape of $f_0$ has dropped out, so (1) holds for degenerate and nondegenerate electrons alike. Constant $\tau$ and parabolic bands are essential here: they allow every average to be expressed through the mean velocity.

### A single valley has Hall factor one

Put $\mathbf v=-\mathbf J_v/(n_ve)$ into (1), with $\mathbf J_v$ the current density of the valley, and solve for the electric field:

$$\mathbf E=\frac{M\mathbf J_v}{n_ve^2\tau}+\frac{\mathbf J_v\times\mathbf B}{n_ve}.\tag{2}$$

The masses appear only in the first term, which is symmetric and independent of $B$. For a current along $x$ and a field along $z$, $\hat{\mathbf x}\times\hat{\mathbf z}=-\hat{\mathbf y}$, so the second term gives $E_y=-J_xB/(n_ve)$. If the valley axis is tilted from the current, the first term can add a transverse field of its own. That field does not reverse with $B$, so it is not part of the Hall field and is removed by taking half the difference between readings at $B$ and $-B$. If all the electrons were in one valley, then $R_H=-1/(ne)$ and $r=1$, however anisotropic the mass. With constant $\tau$, any departure from one must therefore come from adding the currents of unlike valleys in a common electric field.

### Weak-field current of one valley

Solve (1) by iteration in $B$. At zeroth order $\mathbf v_0=-e\tau W\mathbf E$. At first order

$$\mathbf v_1=-e\tau W(\mathbf v_0\times\mathbf B)=e^2\tau^2\,W[(W\mathbf E)\times\mathbf B].$$

Multiplication by $-n_ve$ gives the current,

$$\mathbf J_v=n_ve^2\tau\,W\mathbf E-n_ve^3\tau^2\,W[(W\mathbf E)\times\mathbf B].\tag{3}$$

The second term contains the anisotropic tensor $W$ twice, but it simplifies. For any vectors $\mathbf a,\mathbf b,\mathbf c$, the triple product scales with the determinant:

$$(W\mathbf c)\cdot[(W\mathbf a)\times(W\mathbf b)]=\det W\;\mathbf c\cdot(\mathbf a\times\mathbf b).$$

Since $W$ is symmetric, it can be moved from $\mathbf c$ onto the bracket, and since $\mathbf c$ is arbitrary,

$$W[(W\mathbf a)\times(W\mathbf b)]=\det W\;\mathbf a\times\mathbf b.$$

Choose $\mathbf a=\mathbf E$ and $\mathbf b=M\mathbf B$, so that $W\mathbf b=\mathbf B$. Then

$$W[(W\mathbf E)\times\mathbf B]=\det W\;\mathbf E\times(M\mathbf B).\tag{4}$$

### Sum over the valleys

The determinant $\det W=1/(m_lm_t^2)$ is the same in all valleys. Only $W$ in the first term of (3) and $M$ in (4) need averaging. Along any cube axis, one third of the valleys present $m_l$ and two thirds present $m_t$. Both averages are therefore multiples of the unit matrix:

$$\langle W\rangle=\frac13\left(\frac1{m_l}+\frac2{m_t}\right)\equiv\frac1{m_c},\qquad \langle M\rangle=\frac{m_l+2m_t}{3}.$$

The total current is

$$\mathbf J=\sigma_0\mathbf E-\beta\,\mathbf E\times\mathbf B,\qquad \sigma_0=\frac{ne^2\tau}{m_c},\qquad \beta=ne^3\tau^2\,\frac{m_l+2m_t}{3m_lm_t^2}.\tag{5}$$

No crystal direction is left in (5). At first order in $B$, the Hall response is the same for every direction of the field. This rests on equal valley populations. Strain that shifts the valleys relative to one another makes the response depend on direction, unless it leaves only one pair of opposite valleys occupied; then $r=1$ for every direction, as shown above.

### Inversion

A Hall measurement fixes the current, so (5) must be solved for $\mathbf E$. Rearranged, it reads $\mathbf E=\mathbf J/\sigma_0+(\beta/\sigma_0)\mathbf E\times\mathbf B$. The last term already contains $B$, so $\mathbf E$ may be replaced there by $\mathbf J/\sigma_0$:

$$\mathbf E=\frac{\mathbf J}{\sigma_0}+\frac{\beta}{\sigma_0^2}\,\mathbf J\times\mathbf B.$$

With $\mathbf J$ along $x$ and $\mathbf B$ along $z$, $E_y=-(\beta/\sigma_0^2)J_xB$. Thus $R_H=-\beta/\sigma_0^2$, and

$$r=\frac{ne\beta}{\sigma_0^2}=m_c^2\,\frac{m_l+2m_t}{3m_lm_t^2}.$$

The factors $n$, $e$ and $\tau$ have cancelled. Insert $m_c=3m_lm_t/(2m_l+m_t)$:

$$r=\frac{9m_l^2m_t^2}{(2m_l+m_t)^2}\,\frac{m_l+2m_t}{3m_lm_t^2}=\frac{3m_l(m_l+2m_t)}{(2m_l+m_t)^2}.$$

Division of numerator and denominator by $m_t^2$ leaves the mass ratio $K=m_l/m_t$ alone:

$$\boxed{r=\frac{3K(K+2)}{(2K+1)^2}}\tag{6}$$

The deficit follows from $(2K+1)^2-3K(K+2)=K^2-2K+1$:

$$1-r=\left(\frac{K-1}{2K+1}\right)^2.\tag{7}$$

It is a square, so $r\le1$ in this model, with equality for spherical valleys, $K=1$. For long ellipsoids, $K\to\infty$, $r\to3/4$. For flat ones, $K\to0$, (6) gives $r\approx6K\to0$: electrons that can move along one line only cannot be deflected sideways.

### Why the valleys lower the Hall field

Take $x$, $y$ and $z$ along the cube axes, with $B$ along $z$. The $y$ component of (3) is

$$J_{v,y}=n_ve^2\tau\,w_y\,(E_y+e\tau w_xBE_x).$$

For its own transverse current to vanish, a valley would need $E_y=-e\tau w_xBE_x$. Valleys with different $w_x$ need different Hall fields, but they share one. Only the total transverse current vanishes, which requires

$$E_y=-e\tau BE_x\,\frac{\langle w_xw_y\rangle}{\langle w_y\rangle}.$$

The common Hall field is thus an average of the valleys' demands, weighted by their mobility along $y$. The $x$ valleys, slow along $x$ and fast along $y$, ask for a small Hall field and carry much weight. The $y$ valleys ask for a large one and carry little. The average is pulled down, while currents of opposite sign flow across the bar in different valleys.

Since $J_x=ne^2\tau\langle w_x\rangle E_x$ at this order and $\langle w_x\rangle=\langle w_y\rangle=\langle w\rangle$,

$$r=\frac{\langle w_xw_y\rangle}{\langle w\rangle^2}=1+\frac{\mathrm{cov}(w_x,w_y)}{\langle w\rangle^2}.$$

This is the ratio guessed by scaling, now with its prefactor shown to be one. For silicon the mean inverse mass is $3.873\,m_e^{-1}$ and the covariance is $-1.933\,m_e^{-2}$, so $r=1-1.933/3.873^2=0.871$.

## Numbers for the Hall bar

The mass ratio is $K=0.916/0.19=4.821$, and (6) gives

$$r=\frac{3\times4.821\times6.821}{(10.642)^2}=0.871.$$

This formula was tested against a separate solution of the Boltzmann equation, in which electron velocities are traced back along their cyclotron orbits and integrated over time, angle and energy. With the field along 001, 110, 111 and 123, that calculation gave 0.8711 each time. For one valley alone it gave 1.0000.

The conductivity mass is $m_c=0.258\,m_e$. The drift mobility is $\mu=e\tau/m_c=1362$ cm²/Vs, and the resistivity is $1/(ne\mu)=4.58$ Ω cm. The Hall mobility, defined as $|R_H|\sigma_0$, is smaller by the Hall factor: $r\mu=1187$ cm²/Vs.

The Hall coefficient is $R_H=-5437$ cm³/C, or $-5.437\times10^{-3}$ m³/C. Hence

$$V_H=\frac{|R_H|IB}{t}=\frac{5.437\times10^{-3}\times10^{-3}\times0.5}{5\times10^{-4}}\ \text{V}=5.44\ \text{mV}.$$

An observer who sets $r=1$ reads the density as $1/(e|R_H|)=n/r=1.148\times10^{15}$ cm$^{-3}$, which is 14.8% above the true density.

## Comparison of estimate and solution

The scaling estimate bracketed $r$ between 0.75 and 1. The solution, 0.871, lies almost at the middle, and the voltage of 5.44 mV lies inside the estimated range of 4.7 to 6.2 mV.

The isotropic estimate is 15% above the solution, and the estimate with an immobile long axis is 14% below it, both relative to the solution. A mass ratio near 5 is therefore not close to either limit. Expanding (6) for large $K$ shows how the second estimate improves:

$$r=\frac34\,\frac{1+2/K}{(1+1/2K)^2}\approx\frac34\left(1+\frac1K\right).$$

For silicon this gives 0.906, about 4% too high. The small motion along the heavy axis matters because it lets the $x$ and $y$ valleys, two thirds of the electrons, join in the Hall current.

## Where the result fails

### Relaxation time that depends on energy

If $\tau$ depends on the energy $\varepsilon$, measured from the valley minimum, equation (1) no longer closes, and the distribution itself is needed. Write $f=f_0+(-\partial f_0/\partial\varepsilon)\varphi$. To first order in $\mathbf E$, the Boltzmann equation becomes

$$\varphi=-e\tau\,\mathbf E\cdot\mathbf v+\frac{e\tau}{\hbar}(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}\varphi,$$

where $\mathbf v$ is again the velocity of one state. The magnetic force does no work, so the derivative passes over any function of energy, including $\tau$. Iteration gives a zeroth-order term proportional to $\tau$ and a first-order term

$$\varphi_1=-e^2\tau^2(\mathbf v\times\mathbf B)\cdot W\mathbf E.$$

The current contains one more factor $\mathbf v$. Over a surface of constant energy, $v_iv_j$ averages to $(2\varepsilon/3)W_{ij}$, and the density of states supplies $\sqrt\varepsilon$. Thus $\tau$ in $\sigma_0$ becomes $\langle\tau\rangle$ and $\tau^2$ in $\beta$ becomes $\langle\tau^2\rangle$, where these brackets are energy averages with weight $\varepsilon^{3/2}e^{-\varepsilon/kT}$ for nondegenerate electrons. The mass tensors are averaged as before, so

$$r=\frac{3K(K+2)}{(2K+1)^2}\,\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.\tag{8}$$

The new factor is never below one, because the mean of a square is at least the square of the mean. It opposes the valley factor.

For acoustic phonons take $\tau\propto\varepsilon^{-1/2}$. With $x=\varepsilon/kT$, the averages are gamma functions:

$$\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}=\frac{\Gamma(3/2)\,\Gamma(5/2)}{\Gamma(2)^2}=\frac{3\pi}{8}=1.178.$$

Then $r=0.871\times1.178=1.026$. For ionized impurities, with $\tau\propto\varepsilon^{3/2}$ and the slow logarithmic dependence dropped, the factor is $\Gamma(11/2)\Gamma(5/2)/\Gamma(4)^2=1.933$, and $r=1.68$. The orbit calculation confirmed (8) in both cases.

### Relaxation time that depends on direction

Suppose momentum along the valley axis relaxes in a time $\tau_l$ and momentum across it in $\tau_t$. In (1), $M/\tau$ is then replaced by a tensor with entries $m_l/\tau_l$ and $m_t/\tau_t$. Masses and times enter only through these ratios, so (6) survives with

$$K\to\frac{m_l/\tau_l}{m_t/\tau_t}.$$

For $\tau_l/\tau_t=0.8$ the result is $r=0.852$, and for 1.2 it is 0.889. An anisotropy of 20% moves $r$ by about 2%.

### Stronger fields

The expansion requires a small cyclotron angle between collisions. Here $\mu B=0.068$. With current and field along cube axes, inversion of the complete conductivity tensor changes the Hall voltage by only $-0.04$% when $\tau$ is constant. An energy-dependent time makes the correction larger: for $\tau\propto\varepsilon^{-1/2}$ and the same mobility it is about $-0.8$% in this orientation. Unlike the lowest-order result, this correction depends on direction; for a field along 111 it is about $-0.3$%.

In the opposite limit, with $B$ along a cube axis, the second term of (2) dominates in the plane normal to $B$. Solved for the current, it gives $\mathbf J_v=-n_ve\,\mathbf E\times\mathbf B/B^2$. The masses have disappeared, all valleys drift alike, and $r\to1$. For a field along a cube axis the first change is downward and the final value lies above 0.871, so $r$ does not rise steadily: with constant $\tau$ it dips to about 0.854 near $\mu B\approx0.8$ before approaching one. The dip depends on orientation. For a field along 111 or 110 the first change is upward, by 0.05% and 0.03% at 0.5 T.

## The model and a real wafer

The chosen mobility and resistivity are of the rough size found in lightly doped n-type silicon at room temperature. Of the departures from the model estimated above, the energy dependence of $\tau$ changes the result most. At fixed density, current, field and thickness, acoustic-phonon scattering alone would raise $V_H$ from 5.44 to 6.41 mV. Measured electron Hall factors near room temperature are roughly 1.1, above one rather than below it. The value 0.871 is thus the contribution of the valley shape, and should not be used by itself to correct a room-temperature density. If the acoustic limit held, that correction would give a density 15% too low.

The other effects estimated for this bar are smaller. The density is $4\times10^{-5}$ of the effective density of states, so the nondegenerate averages in (8) are justified. The largest Landau-level spacing is 0.012 of $kT$, which supports the classical treatment of the orbits. The drift speed is $10^{-5}$ of the thermal speed, so the current hardly heats the electrons. With a rough surface barrier of 0.5 V, each face is depleted to a depth of 0.8 µm; the two together remove 0.3% of the conducting thickness and raise $V_H$ by the same fraction. Two effects left out are not small. At 300 K, scattering between valleys by phonons is about as strong as acoustic scattering and makes $\tau$ fall more steeply with energy, and the bands are not exactly parabolic. Both raise $r$ above the acoustic value of 1.026, by roughly 0.1 and 0.05, so the acoustic limit is not a quantitative model of the wafer. Strain and the shorting of the Hall field by nearby current contacts have not been estimated. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
longitudinal mass: 0.916 m_e
transverse mass: 0.190 m_e
mass ratio K: 4.8211
conductivity mass: 0.2582 m_e
Hall factor r, formula: 0.8711
Hall factor r, orbit integral, B along 001, 110, 111, 123: 0.8711, 0.8711, 0.8711, 0.8711
Hall factor, one valley alone: 1.0000
Hall factor, mass ratio 10000: 0.7501
Hall factor, strong-field limit: 1.0000
covariance of inverse masses: -1.9334 m_e^-2
mean inverse mass: 3.8727 m_e^-1
temperature: 300 K
electron density: 1.000e+15 cm^-3
relaxation time: 0.20 ps
magnetic field: 0.50 T
thickness: 500 um
width: 5.0 mm
current: 1.00 mA
drift mobility: 1362.3 cm2/Vs
Hall mobility: 1186.6 cm2/Vs
resistivity: 4.582 ohm cm
Hall coefficient: -5436.9 cm3/C
Hall voltage magnitude, low-field formula: 5.4369 mV
Hall voltage magnitude, full tensor: 5.4348 mV
Hall voltage magnitude if r = 1: 6.2415 mV
density inferred with r = 1: 1.1480e+15 cm^-3
excess of inferred density: 14.80 %
drift mobility times field: 0.0681
finite-field change of r: -0.0387 %
tau factor, acoustic phonons: 1.1781
Hall factor, acoustic phonons: 1.0262
tau factor, ionized impurities: 1.9328
Hall factor, ionized impurities: 1.6836
Hall factor, tau_l/tau_t = 0.8: 0.8517
Hall factor, tau_l/tau_t = 1.2: 0.8885
effective density of states: 2.738e+19 cm^-3
density over density of states: 3.65e-05
largest Landau spacing over kT: 0.0118
electric field along bar: 0.1835 V/cm
drift speed over thermal speed: 1.09e-05
relative permittivity (rough): 11.7
surface barrier (rough): 0.50 V
depletion depth per face: 0.804 um
thickness lost to two faces: 0.322 %
```
